# Why distance exponents cannot fit the tetragonal deformation potential b

**Question.** I have a nearest-neighbour tight-binding model of a silicon-like crystal, with couplings that vary with distance as $r^{-n}$. I want to choose the exponents so that the model gives the valence-band deformation potentials $a$, $b$ and $d$. The optimiser moves $a$ and $d$, but $b$ stays at $-3.02$ eV whatever exponents I allow, and I need about $-2$ eV. Is this a bug? If not, what fixes $b$, and what may I change to correct it?

**Answer.** It is not a bug. Under the strain that defines $b$, the nearest-neighbour bonds turn but do not stretch at first order, so a distance law has nothing to act on. The bond angles and the unstrained couplings and levels then fix $b$.

I assume orthogonal orbitals, two-centre couplings between nearest neighbours and, at first, on-site energies that do not respond to strain. The algebra holds in atomic units; numbers are in eV and angstrom. Without spin, the valence top is a $p$-like triplet with

$$E_x=a\,T+3b\left(\varepsilon_{xx}-\tfrac{T}{3}\right),\qquad H_{xy}=\sqrt3\,d\,\varepsilon_{xy},\qquad T=\mathrm{tr}\,\varepsilon ,$$

and cyclic permutations. Here $a$ is measured from the fixed on-site levels, not from vacuum.

### The bonds do not stretch

From an atom A, the four neighbours B lie along $\mathbf v=(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, in units of $r_0/\sqrt3$. For a diagonal strain each squared component is 1, so every bond has

$$\frac{\delta r}{r_0}=\frac{\mathbf v\cdot\varepsilon\mathbf v}{3}=\frac T3 .$$

This vanishes for $\varepsilon=e\,\mathrm{diag}(-\tfrac12,-\tfrac12,1)$, which conserves volume at first order. The next order follows from

$$\frac{r^2}{r_0^2}=\frac{2(1-e/2)^2+(1+e)^2}{3}=1+\frac{e^2}{2},\qquad \frac r{r_0}\simeq1+\frac{e^2}{4}.$$

Could the two sublattices also shift against each other? The strained crystal keeps the operation $(x,y,z)\to(y,-x,-z)$ about each atom. A relative shift $\mathbf u$ that respects it needs $u_z=-u_z$, $u_x=u_y$ and $u_y=-u_x$, hence $\mathbf u=0$. Unless the crystal breaks this symmetry spontaneously, there is no shift.

Now write any two-centre coupling as a sum of terms $R(r)A(\hat{\mathbf r})$, a radial function times an angular one. Then

$$\delta(RA)=R'(r_0)\,A\,\delta r+R(r_0)\,\delta A=R(r_0)\,\delta A .$$

The slope $R'$, and with it the exponent, has dropped out. The Bloch phases $\mathbf k\cdot\mathbf r$ are unchanged if $\mathbf k$ deforms with the reciprocal lattice. The first-order change of the whole Hamiltonian, and so of every band at fixed reduced $\mathbf k$, is therefore independent of the exponents.

As a numerical test, I took six random $\mathbf k$ in a model with $s$, $p$ and $d$ orbitals and changed all exponents from 0 to 5. The slopes of the levels with tetragonal strain $e$ changed by less than $10^{-8}$ eV. With $\varepsilon=e\,\mathrm{diag}(1,1,1)$ instead, the largest change at each $\mathbf k$ was at least 35.9 eV.

### What fixes b

Let $\sigma$ and $\pi$ be the two $pp$ couplings and $(l,m,n_z)$ the direction cosines of a bond. Between $p_x$ on A and $p_x$ on B, one bond gives $l^2\sigma+(1-l^2)\pi$. At $\Gamma$ the four bonds add with equal phase, and $l^2=1/3$, so

$$V=\tfrac43(\sigma+2\pi).$$

I take $V>0$. The $s$–$p_x$ and $p_x$–$p_y$ sums are proportional to $\sum l$ and $\sum lm$. Both vanish, also under tetragonal strain. The strain changes $l^2$ to

$$l^2=\frac{(1+\varepsilon_{xx})^2}{\sum_i(1+\varepsilon_{ii})^2}\simeq\frac13\left(1+2\varepsilon_{xx}-\frac{2T}{3}\right),\qquad \delta(l^2)=\frac23\left(\varepsilon_{xx}-\frac T3\right).$$

Four bonds, each with $\delta(l^2)(\sigma-\pi)$, give

$$\delta V_x=\tfrac83(\sigma-\pi)\left(\varepsilon_{xx}-\tfrac T3\right).$$

A change of volume adds a radial term, but it is the same for $x$, $y$ and $z$ and belongs to $a$.

Let the $p$ levels be $\bar E-\Delta$ on A and $\bar E+\Delta$ on B. The valence state is the lower root

$$E_x=\bar E-\sqrt{\Delta^2+V_x^2},\qquad \delta E_x=-\frac{V}{\sqrt{\Delta^2+V^2}}\,\delta V_x .$$

Comparison with $3b(\varepsilon_{xx}-T/3)$ gives

$$b=-\frac89(\sigma-\pi)\frac{V}{\sqrt{\Delta^2+V^2}} .$$

For equal atoms, $\Delta=0$ and the last factor is 1. With the round values $\sigma=2.7$ eV and $\pi=-0.7$ eV,

$$b=-\tfrac89\times3.4\ \text{eV}=-3.02\ \text{eV}=-0.111\ \text{hartree}.$$

Finite differences of the full Hamiltonian give $-3.0222$ eV for each of the exponents 0, 2, 4 and 6. The change of the bond angles supplies the factor $8/9$, while the unstrained couplings supply the energy. You could change $\sigma-\pi$ at fixed $V$, but that alters the unstrained bands away from $\Gamma$.

### Why a and d do move

For equal atoms $E=\bar E-V$. Give $\sigma$ and $\pi$ the exponents $n_\sigma$ and $n_\pi$. Since $\delta r/r_0=T/3$,

$$\delta V=-\tfrac43(n_\sigma\sigma+2n_\pi\pi)\tfrac T3,\qquad a=\tfrac49(n_\sigma\sigma+2n_\pi\pi).$$

A common exponent of 0, 2 or 4 gives $a=0$, 1.16 or 2.31 eV.

For $d$, set $\varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=\gamma$. Symmetry now permits a sublattice shift along $(1,1,1)$. With the internal strain parameter $\zeta$, the change of a bond is $\boldsymbol\delta=\varepsilon\mathbf v-2\zeta\gamma(1,1,1)$. Its fractional stretch is $s=\mathbf v\cdot\boldsymbol\delta/3$, and

$$\delta(lm)=\tfrac13(v_x\delta_y+v_y\delta_x)-\tfrac23v_xv_y\,s .$$

With $q=1-\zeta$, the bonds in the order listed above give:

- Bond 1: $lm=\tfrac13$, $s=2q\gamma$, $\delta(lm)=0$.
- Bonds 2 and 3, each: $lm=-\tfrac13$, $s=-\tfrac23q\gamma$, $\delta(lm)=\tfrac23\gamma-\tfrac49q\gamma$.
- Bond 4: $lm=\tfrac13$, $s=-\tfrac23q\gamma$, $\delta(lm)=\tfrac43\zeta\gamma+\tfrac49q\gamma$.

The sums are

$$\sum\delta(lm)=\tfrac43(1+\zeta)\gamma-\tfrac49(1-\zeta)\gamma=\tfrac89(1+2\zeta)\gamma,$$
$$\sum lm\,s=\left(\tfrac23+\tfrac49-\tfrac29\right)q\gamma=\tfrac89(1-\zeta)\gamma .$$

The $p_x$–$p_y$ coupling of a bond is $lm(\sigma-\pi)$, and stretching changes $\sigma-\pi$ by $-(n_\sigma\sigma-n_\pi\pi)s$. For equal atoms the valence state is the combination $(A-B)/\sqrt2$, so $H_{xy}=-\delta V_{xy}$. The $s$–$p$ coupling created by the strain enters the energy at second order. Hence

$$d=-\frac{8}{9\sqrt3}\left[(1+2\zeta)(\sigma-\pi)-(1-\zeta)(n_\sigma\sigma-n_\pi\pi)\right].$$

At $\zeta=1$ all bonds keep their length and the exponents leave $d$ as well. At $\zeta=0.5$, a rough value for silicon, exponents 0 and 2 give $d=-3.49$ and $-1.74$ eV. A rough target of $-5$ eV would need a common exponent of $-1.73$: couplings that grow with distance. In this $sp^3$ basis, separate positive exponents do not help: with $\sigma>0>\pi$ and $\zeta<1$, they only raise $d$. With $d$ orbitals in the basis this formula gains further terms, and the exponents of some $pd$ and $dd$ couplings can lower $d$. So even where an exponent can fit the number, the fit need not make physical sense.

### What can change b

**On-site splitting.** Under tetragonal strain the surroundings of an atom are no longer cubic, so its three $p$ levels may split. Symmetry allows the on-site term $3\beta(\varepsilon_{ii}-T/3)$ for orbital $p_i$. Without $d$ orbitals, first-order perturbation theory weights it by the valence charge on each atom:

$$b\to b+w_A\beta_A+w_B\beta_B,\qquad w_{A,B}=\frac12\left(1\pm\frac{\Delta}{\sqrt{\Delta^2+V^2}}\right).$$

For equal atoms the required value is $\beta=-2-(-3.02)=1.02$ eV. This is a new fitted parameter, not a prediction. In a polar example with $\Delta=1$ eV and the same couplings, $b$ is $-2.62$ eV before on-site splitting. With $\beta_A=0.8$ eV and $\beta_B=0.3$ eV it becomes $-1.94$ eV.

**$d$ orbitals.** They change $b$ but do not bring the exponents back. At $\Gamma$, $p_x$ couples to $d_{yz}$ on the other atom through $lmn_z(\sqrt3\,pd\sigma-2\,pd\pi)$. Under diagonal strain the relative change of $lmn_z$ is $T-3(T/3)=0$, so the angular factor is stationary. The $d_{yz}$–$d_{yz}$ coupling of a bond is

$$3m^2n_z^2\,dd\sigma+(m^2+n_z^2-4m^2n_z^2)\,dd\pi+(l^2+m^2n_z^2)\,dd\delta .$$

For traceless strain, $\delta(l^2)=\tfrac23\varepsilon_{xx}$, $\delta(m^2+n_z^2)=-\tfrac23\varepsilon_{xx}$ and $\delta(m^2n_z^2)=\tfrac29(\varepsilon_{yy}+\varepsilon_{zz})=-\tfrac29\varepsilon_{xx}$. Four bonds then change the coupling by

$$4\left(-\tfrac23dd\sigma+\tfrac29dd\pi+\tfrac49dd\delta\right)\varepsilon_{xx}=-\tfrac89(3\,dd\sigma-dd\pi-2\,dd\delta)\,\varepsilon_{xx}.$$

Because $p$ is odd and $d$ is even, the valence combination $(A-B)/\sqrt2$ of $p$ orbitals mixes with $(A+B)/\sqrt2$ of $d$ orbitals, for which the coupling enters with a plus sign. With weights $w_p+w_d=1$,

$$b=-\tfrac89w_p(\sigma-\pi)-\tfrac{8}{27}w_d(3\,dd\sigma-dd\pi-2\,dd\delta).$$

Take $pd\sigma=-1.0$, $pd\pi=1.5$, $dd\sigma=-1.5$, $dd\pi=2.0$ and $dd\delta=-1.5$ eV, with the $d$ level 9 eV above the $p$ level. Diagonalization gives $w_d=0.134$, and

$$b=-0.866\times3.022+\tfrac{8}{27}\times0.134\times3.5=-2.48\ \text{eV}.$$

The $p$ couplings were held fixed here and the $d$ parameters are illustrative, so neither the size nor the direction of this change carries over to silicon. A refit with $d$ orbitals also changes $\sigma-\pi$; if that difference grows by a larger factor than $w_p$ falls, the first term of $b$ becomes more negative.

**Second neighbours.** Their distances do change at first order. For $p_x$, the four neighbours in the $xy$ plane have $l^2\simeq\frac12(1+\varepsilon_{xx}-\varepsilon_{yy})$ and stretch by $\frac12(\varepsilon_{xx}+\varepsilon_{yy})$; those in the $xz$ plane follow by exchanging $y$ and $z$. The four in the $yz$ plane couple through $\pi_2$ alone. With one exponent $n$ and $T=0$, the contributions are

- from angles: $2(\sigma_2-\pi_2)(2\varepsilon_{xx}-\varepsilon_{yy}-\varepsilon_{zz})=6(\sigma_2-\pi_2)\varepsilon_{xx}$;
- from lengths in the $xy$ and $xz$ planes: $-n(\sigma_2+\pi_2)(2\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})=-n(\sigma_2+\pi_2)\varepsilon_{xx}$;
- from lengths in the $yz$ plane: $-2n\pi_2(\varepsilon_{yy}+\varepsilon_{zz})=2n\pi_2\varepsilon_{xx}$.

These neighbours are on the same sublattice, so the sum adds directly to $E_x$:

$$b_2=\frac{(6-n)(\sigma_2-\pi_2)}{3}.$$

For $\sigma_2=0.10$ eV and $\pi_2=-0.02$ eV, exponents 0, 2 and 4 give 0.24, 0.16 and 0.08 eV. Here an exponent does affect $b$. These illustrative couplings are too small to supply the missing 1 eV with such exponents, but larger ones can: with exponent 2, $\sigma_2-\pi_2=0.77$ eV would close the gap, at the price of refitting the unstrained bands. Three-centre terms can also escape the argument, since a coupling that depends on further atoms can feel their changed distances.

### A strained film

Consider a silicon-like (001) film, with $z$ along its normal, under 1% biaxial tension, with a rough normal strain of $-0.77\%$ and a bond length of 2.35 Å. The trace is $1.23\%$, and the traceless part has $e=-1.18\%$. That part lengthens the bonds by only $8\times10^{-5}$ Å, but turns the angles from 109.47° to 110.43° (pairs bisected by $z$) and 109.00° (the others). The whole strain lengthens them by 0.0097 Å.

Without spin and without on-site splitting,

$$E_z-E_x=3b(\varepsilon_{zz}-\varepsilon_{xx})=3(-3.022)(-0.0177)=0.160\ \text{eV}.$$

Diagonalization at the full strain gives 0.159 eV for exponent 0 and 0.157 eV for exponent 4. The small dependence comes from the volume change: all four bonds stretch by 0.41%, so their couplings fall by about $4\times0.41\%=1.6\%$. It is of second order, trace times shear. With $\beta=1.02$ eV and exponent 2, the splitting is 0.104 eV.

Spin-orbit coupling changes how this splitting appears. Let $S=E_z-E_x$, let $\Delta_{so}$ be the unstrained spin-orbit splitting, and put $E_x=0$. The heavy-hole level is at $\Delta_{so}/3$. The states $|z\uparrow\rangle$ and $|(x+iy)\downarrow\rangle$ mix through

$$\begin{pmatrix}S&\sqrt2\,\Delta_{so}/3\\ \sqrt2\,\Delta_{so}/3&-\Delta_{so}/3\end{pmatrix}.$$

Subtracting the heavy-hole level from the upper root gives, for this tensile film, the gap

$$G=\frac{S-\Delta_{so}}{2}+\frac12\sqrt{\left(S+\frac{\Delta_{so}}3\right)^2+\frac{8\Delta_{so}^2}{9}} .$$

For $S\ll\Delta_{so}$, expansion gives $G=\tfrac23S=2|b||\varepsilon_{zz}-\varepsilon_{xx}|$, which would be 0.071 eV for $b=-2$ eV. For $S\gg\Delta_{so}$ it tends to $S-\Delta_{so}/3$. With $S=0.104$ eV from the model corrected by $\beta$, and the rough silicon value $\Delta_{so}=0.044$ eV, the film is nearer the second limit, and $G=0.093$ eV. This is about 3.6 times the thermal energy of 0.026 eV at 300 K.

Set beside real silicon, where $b$ is roughly $-2$ eV, the fixed-level $sp^3$ model with these couplings is about 50% too large in magnitude. The excess follows $\sigma-\pi$ and is not a general figure: $\sigma-\pi=2.8$ eV would give $b=-2.5$ eV, and $5.6$ eV would give $-5.0$ eV. One assumption to question is that of rigid on-site levels. Adding $d$ orbitals while keeping those levels rigid need not help, since the refitted $\sigma-\pi$ may be larger. In this example, correcting $b$ through $\beta$ lowers the spinless film splitting from about 0.16 to 0.10 eV. The strain ratio, bond length and $\Delta_{so}$ are rough silicon values; the couplings are round model parameters.

For your fit, take $b$ out of the set of quantities assigned to the exponents. Choose the orbital basis and the unstrained couplings first, then fit $\beta$ to the remaining error in $b$. With $d$ orbitals in the basis, a common $\beta$ on both atoms changes $b$ by $w_p\beta$, not by $\beta$. The same $\beta$ can also shift or split other states with $p$ character, so afterwards check the strain splitting of the conduction valleys as well; a $\beta$ near 1 eV can change their shear deformation potential by more than 1 eV. That check needs a basis that reproduces the silicon valleys: along $\Gamma$–$X$, the $sp^3$ model used here has its conduction minimum at $\Gamma$. Use the exponents for $a$, provided its target is also measured from the fixed on-site levels, and for $d$ only if the values they need remain physically sensible. The numerical output lists the values used here.

## Calculated quantities

```
pp sigma, pp pi couplings: 2.7, -0.7 eV
Gamma coupling V: 1.733 eV
b from finite differences, exponent 0: -3.0222 eV
b from finite differences, exponent 2: -3.0222 eV
b from finite differences, exponent 4: -3.0222 eV
b from finite differences, exponent 6: -3.0222 eV
b from angular formula: -3.0222 eV = -0.1111 hartree
general k, largest slope change n=0 to 5, tetragonal: 5.4e-09 eV
general k, smallest of the maxima, hydrostatic: 35.94 eV
polar case, half p-level difference: 1.0 eV
polar b, no on-site splitting: -2.618 eV
polar b, on-site beta 0.8 and 0.3 eV: -1.943 eV
a for exponents 0, 2, 4: 0.000, 1.156, 2.311 eV
internal strain parameter (rough): 0.5
d for exponents 0, 2: -3.490, -1.745 eV
rough target d: -5 eV; exponent required: -1.73
rough target b: -2 eV; on-site beta required: 1.022 eV
film strain in plane, normal: 1.00, -0.77 %
film strain trace: 1.23 %; traceless e: -1.18 %
bond length, unstrained: 2.35 angstrom
bond change, traceless part: 8.18e-05 angstrom
bond change, whole film strain: 0.0097 angstrom
tetrahedral angle, unstrained: 109.47 degrees
angles, traceless part: 110.43 (about z), 109.00 (others) degrees
film splitting E_z-E_x, linear formula: 0.1605 eV
film splitting, full, exponent 0: 0.1593 eV
film splitting, full, exponent 4: 0.1567 eV
film splitting with on-site beta, exponent 2: 0.1038 eV
spin-orbit splitting (rough): 0.044 eV
top valence gap with spin-orbit and beta: 0.0926 eV
small-strain rule 2|b| times strain difference: 0.0708 eV
thermal energy at 300 K: 0.0259 eV
illustrative pd sigma, pd pi: -1.0, 1.5 eV
illustrative dd sigma, pi, delta: -1.5, 2.0, -1.5 eV
illustrative d level above p level: 9.0 eV
d weight in valence top: 0.134; b with d orbitals: -2.480 eV
second-neighbour sigma, pi: 0.10, -0.02 eV
second-neighbour part of b, exponents 0, 2, 4: 0.240, 0.160, 0.080 eV
```
